# Exponential decay of the imaginary-time kernel's singular values

## Result

A fermionic Green function in imaginary time is related to its spectral function $A(\omega)$ by

$$G(\tau)=-\int_{-\omega_{\max}}^{\omega_{\max}}K(\tau,\omega)A(\omega)\,d\omega,\qquad K(\tau,\omega)=\frac{e^{-\tau\omega}}{1+e^{-\beta\omega}},\qquad 0\le\tau\le\beta .$$

Here $\hbar=1$, $\beta$ is the inverse temperature, and the spectrum lies inside $|\omega|\le\omega_{\max}$. Let $\sigma_1\ge\sigma_2\ge\dots$ be the singular values of $K$ as a map from $L^2(d\omega)$ to $L^2(d\tau)$, with orthonormal singular functions obeying $Kv_n=\sigma_nu_n$. Put $\tau=\beta x$ and $\omega=y/\beta$. Then $d\tau\,d\omega=dx\,dy$ and $K=e^{-xy}/(1+e^{-y})$, so the $\sigma_n$ are dimensionless and depend only on $\Lambda=\beta\omega_{\max}$.

For $\Lambda>1$, with $r=2+\sqrt3$, $M=\lceil\log_2\Lambda\rceil+1$ and $C=(\sqrt3+1)e^{3/4}$,

$$\sigma_n\le 2\sqrt{2\pi}\,C\,r^{-\lfloor (n-1)/(2M)\rfloor}. \tag{1}$$

The decay is at least exponential in $n$, at a rate proportional to $1/\ln\Lambda$ for large $\Lambda$. Hence the number of basis functions needed at fixed accuracy grows no faster than $\ln\Lambda$. The lower bound (7) below shows that, at fixed relative root-mean-square accuracy, it grows no slower either. Recovering $A$ from $G$ requires division by the $\sigma_n$, so analytic continuation amplifies errors exponentially in the number of modes sought.

The first derivation below proves (1) by constructing a basis. The second finds the decay rate itself for large $\Lambda$ by counting waves.

## First derivation: an explicit separable approximation

**Reduction to positive frequency.** Multiplying numerator and denominator of $K(\tau,-\omega)=e^{\tau\omega}/(1+e^{\beta\omega})$ by $e^{-\beta\omega}$ gives

$$K(\tau,-\omega)=K(\beta-\tau,\omega).$$

It is enough to treat $\omega\ge0$ and mirror the result. There the factor $1/(1+e^{-\beta\omega})$ is at most 1. It depends on $\omega$ alone, so it does not change the number of terms in a separable sum. What remains is to approximate $e^{-\tau\omega}$.

**Chebyshev expansion.** On an interval with centre $c$ and half-length $h$, write $\omega=c+ht$ and $e^{-\tau\omega}=\sum_k a_k(\tau)T_k(t)$. With $t=(z+1/z)/2$ we have $T_k(t)=(z^k+z^{-k})/2$. Thus $a_k/2$, for $k\ge1$, is the coefficient of $z^k$ in a Laurent series. Cauchy's formula on $|z|=r$ gives $|a_k|\le2Br^{-k}$, where $B$ bounds $|e^{-\tau\omega}|$ on the image of that circle, an ellipse in the complex $t$ plane. Dropping all terms with $k\ge p\ge1$, and using $|T_k|\le1$, costs at most

$$\sum_{k\ge p}2Br^{-k}=\frac{2B\,r^{-p}}{1-1/r}=(\sqrt3+1)B\,r^{-p}, \tag{2}$$

because $1/r=2-\sqrt3$ and $2/(\sqrt3-1)=\sqrt3+1$. The leftmost point of the ellipse is $t=-(r+1/r)/2=-2$.

**Choice of intervals.** Cover $[0,\omega_{\max}]$ by $[0,1/\beta]$ and the intervals $[a,2a]$ with $a=2^j/\beta$, $j=0,1,\dots$. This takes $M$ intervals; the last may extend beyond $\omega_{\max}$, which does no harm.

On $[a,2a]$, $c=3a/2$ and $h=a/2$, so the ellipse has $\mathrm{Re}\,\omega\ge3a/2-a=a/2$. Therefore $B=e^{-\tau a/2}\le e^{-\tau\omega/4}$ for every real $\omega\le2a$.

On $[0,1/\beta]$, $c=h=1/(2\beta)$, so $\mathrm{Re}\,\omega\ge-1/(2\beta)$ and $B=e^{1/2}$. Since $\tau\omega\le1$ there, $e^{1/2}=e^{3/4}e^{-1/4}\le e^{3/4}e^{-\tau\omega/4}$.

In all cases the error kernel $E=K-K_N$ obeys, for $\omega\ge0$,

$$|E(\tau,\omega)|\le C\,r^{-p}\,e^{-\tau\omega/4}. \tag{3}$$

Both signs of $\omega$ together use $N=2pM$ separable terms, so $K_N$ has rank at most $N$.

Since $B\le e^{1/2}$ everywhere, (2) also gives $|E|\le(\sqrt3+1)e^{1/2}r^{-p}$. For any nonnegative spectrum of unit weight in the band, sharp poles included, $G(\tau)$ is therefore reproduced to this uniform accuracy by one fixed set of $N$ functions of $\tau$.

**Norm of the error.** The decaying factor in (3) prevents a power of $\Lambda$ from entering. For $\alpha>0$, the Cauchy–Schwarz inequality gives

$$\left|\int_0^\infty e^{-\alpha\tau\omega}g\,d\omega\right|^2\le\int_0^\infty e^{-\alpha\tau\omega}\omega^{-1/2}d\omega\int_0^\infty e^{-\alpha\tau\omega}\omega^{1/2}|g|^2d\omega .$$

The first factor is $\sqrt{\pi/(\alpha\tau)}$. Integrating over $\tau$ and using $\int_0^\infty\tau^{-1/2}e^{-\alpha\tau\omega}d\tau=\sqrt{\pi/(\alpha\omega)}$ yields $(\pi/\alpha)\int|g|^2d\omega$. The operator norm is thus at most $\sqrt{\pi/\alpha}$.

With $\alpha=1/4$, each sign of $\omega$ contributes an error norm of at most $2\sqrt\pi\,Cr^{-p}$. Splitting $g$ into its two halves and using $\|g_+\|+\|g_-\|\le\sqrt2\,\|g\|$ gives

$$\|E\|\le2\sqrt{2\pi}\,C\,r^{-p}. \tag{4}$$

The same argument with $\alpha=1$, applied to $K$, gives $\sigma_1\le\sqrt{2\pi}$.

**From error to singular values.** Take the span of $v_1,\dots,v_{N+i}$. Requiring $K_Ng=0$ and orthogonality of $g$ to the first $i-1$ right singular functions of $E$ imposes at most $N+i-1$ linear conditions, so a unit vector $g$ survives. For it,

$$\sigma_{N+i}(K)\le\|Kg\|=\|Eg\|\le\sigma_i(E). \tag{5}$$

With $i=1$, $\sigma_{2pM+1}\le\|E\|$. Choosing $p=\lfloor(n-1)/(2M)\rfloor$ ensures $2pM+1\le n$ and proves (1). For $p=0$ the bound holds because $\sigma_1\le\sqrt{2\pi}$.

At fixed $\Lambda$ the far tail falls faster than any exponential. Because $e^{-\tau\omega}$ is entire in $\omega$, the single interval $[0,\omega_{\max}]$ may be used with any ellipse parameter, at the price of a constant that depends on it and on $\Lambda$.

**Why the logarithm cannot be removed.** The sum of the squared singular values is the integral of $K^2$. First,

$$\int_0^\beta K^2d\tau=\frac{1-e^{-2\beta\omega}}{2\omega(1+e^{-\beta\omega})^2}=\frac{\tanh(\beta\omega/2)}{2\omega}.$$

This is even in $\omega$, so with $x=\beta\omega$

$$S(\Lambda)=\sum_n\sigma_n^2=\int_0^\Lambda\frac{\tanh(x/2)}{x}dx. \tag{6}$$

For large $x$ the integrand approaches $1/x$, hence $S=\ln\Lambda+O(1)$. Let $\delta<1$ be the root-mean-square error of an approximation to $K$, relative to the root-mean-square size of $K$. By (5), the smallest squared error at rank $N$ is $\sum_{n>N}\sigma_n^2$. The first $N$ terms must then supply at least $(1-\delta^2)S$, while each is at most $2\pi$:

$$N\ge\frac{(1-\delta^2)S(\Lambda)}{2\pi}. \tag{7}$$

For the matching upper bound, square (3) and integrate over both signs:

$$\iint|E|^2\le2C^2r^{-2p}\int_0^{\omega_{\max}}\frac{1-e^{-\beta\omega/2}}{\omega/2}d\omega=4C^2r^{-2p}\int_0^{\Lambda/2}\frac{1-e^{-x}}{x}dx .$$

Since $\tanh(x/2)=(1-e^{-x})/(1+e^{-x})\ge(1-e^{-x})/2$, the last integral is at most $2S$. The relative error is therefore at most $2\sqrt2\,Cr^{-p}$, and

$$N\le2M\left\lceil\frac{\ln(2\sqrt2\,C/\delta)}{\ln r}\right\rceil \tag{8}$$

functions suffice. For large $\Lambda$ both (7) and (8) grow in proportion to $\ln\Lambda$, the latter in steps because $M$ is an integer.

## Second derivation: counting waves in logarithmic variables

For large $\Lambda$, consider the wide range $1/\beta\ll\omega\ll\omega_{\max}$. There $e^{-\beta\omega}$ is negligible and $K$ reduces to the Laplace kernel $e^{-\tau\omega}$, concentrated near $\tau=0$. Negative frequencies give a mirror copy near $\tau=\beta$. The assumption is that these copies couple only at the edge $|\omega|\sim1/\beta$.

In fixed units set $\omega=e^x$, $\tau=e^{-y}$, and write the input as $g=\omega^{-1/2}\varphi(x)$ and the output as $\tau^{-1/2}\psi(y)$. These substitutions preserve the norms, since $|g|^2d\omega=|\varphi|^2dx$, and likewise for $\tau$. The transform becomes

$$\psi(y)=\tau^{1/2}\int_0^\infty e^{-\tau\omega}\omega^{-1/2}\varphi\,d\omega=\int_{-\infty}^{\infty}e^{(x-y)/2}\exp(-e^{x-y})\varphi(x)\,dx .$$

The kernel depends on $x-y$ alone, so plane waves diagonalize it. For $\varphi=e^{isx}$, the substitution $q=e^{x-y}$ gives

$$\psi=e^{isy}\int_0^\infty e^{-q}q^{-1/2+is}dq=\Gamma(\tfrac12+is)\,e^{isy}.$$

The reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ at $z=\tfrac12+is$, where $1-z$ is the complex conjugate of $z$, gives the singular value belonging to $s$:

$$\sigma(s)=\sqrt{\frac{\pi}{\cosh\pi s}} . \tag{9}$$

The exponential smallness has a direct meaning: spectral structure oscillating in $\ln\omega$ with wave number $s$ is reduced by the Laplace transform to a relative size $\sigma(s)/\sigma(0)=1/\sqrt{\cosh\pi s}$, which is close to $\sqrt2\,e^{-\pi|s|/2}$ for $|s|\ge1$. For an infinite range $s$ is continuous. The cutoffs $1/\beta$ and $\omega_{\max}$ confine $x$ to a box of length $\ln\Lambda$, which holds about $\ln\Lambda\,ds/(2\pi)$ waves in $ds$.

The condition $\sigma(s)>\varepsilon$ means $|s|<s_\varepsilon=\pi^{-1}\operatorname{arccosh}(\pi/\varepsilon^2)$. Multiplying the interval length $2s_\varepsilon$ by $\ln\Lambda/(2\pi)$ and by 2 for the two signs of $\omega$ gives the number of singular values above $\varepsilon$:

$$N(\varepsilon)\simeq\frac{2}{\pi^2}\operatorname{arccosh}\!\left(\frac{\pi}{\varepsilon^2}\right)\ln\Lambda . \tag{10}$$

This is the leading term for $\Lambda\to\infty$ at fixed $\varepsilon$; the box ends add an offset that the count does not determine and that depends on $\varepsilon$. For small $\varepsilon$, $\operatorname{arccosh}(\pi/\varepsilon^2)\simeq2\ln(\sqrt{2\pi}/\varepsilon)$. Setting $N=n$ and $\varepsilon=\sigma_n$ gives

$$\sigma_n\approx\sqrt{2\pi}\,\exp\!\left(-\frac{\pi^2n}{4\ln\Lambda}\right). \tag{11}$$

This fixes the leading decay rate for large $\ln\Lambda$, not the individual values. Because the offset in $N$ changes with $\varepsilon$, it alters the local rate as well as the prefactor when $\ln\Lambda$ is moderate. For $\Lambda=1000$ the computed counts fall short of (10) by 0.5, 2.4, 6.3 and 10.1 at $\varepsilon=10^{-2}$, $10^{-4}$, $10^{-6}$ and $10^{-8}$. The computed $\ln\sigma_n$ drops by 0.41, 0.46 and 0.50 per mode over $n=10$ to 20, 20 to 30 and 30 to 40, against 0.36 in (11). At $n=10$, (11) gives $0.070$ against the computed $0.10$; at $n=40$ it gives $1.6\times10^{-6}$ against $1.2\times10^{-7}$.

## What each derivation assumes

The first derivation assumes a bounded band and $\Lambda>1$, and is then a proof for every $n$. Its constants are not sharp. For large $\Lambda$ the exponent in (1) is about $(\ln r)(\ln2)/(2\ln\Lambda)=0.46/\ln\Lambda$ per mode, against $\pi^2/(4\ln\Lambda)=2.47/\ln\Lambda$ in (11).

The second derivation assumes a long logarithmic range, coupling of the two copies only at their common edge, and edges that affect only an offset, independent of $\Lambda$ at fixed $\varepsilon$. It supplies a rate, not a bound. It does not describe the tail $n\to\infty$ at fixed $\Lambda$, where the decay is faster than exponential.

The numerical output tests both. Relative root-mean-square accuracy refers to $\delta=10^{-6}$:

| $\Lambda$ | $N(\sigma_n>10^{-6})$ | $N$ for $\delta=10^{-6}$ | bounds (7), (8) |
|---|---|---|---|
| $10^2$ | 22 | 21 | 0.75, 208 |
| $10^4$ | 49 | 47 | 1.49, 390 |
| $10^6$ | 77 | 73 | 2.22, 546 |
| $10^8$ | 104 | 99 | 2.95, 728 |
| $10^{10}$ | 132 | 125 | 3.68, 910 |

The bounds enclose the sizes but are wide. Equation (10) predicts $5.972\ln100=27.5$ additional modes per factor 100 in $\Lambda$. The last two steps give 27 and 28. The total count is less accurate: at $\Lambda=10^{10}$ the leading term gives $5.972\times23.03=137.5$, about 5 or 6 above the computed 132. The largest singular value rises from 1.45 to 1.72 over the table, consistent with the limit $\sigma(0)=\sqrt\pi=1.77$ from (9).

## A worked case

Take the round model parameters $\beta=100\ \mathrm{eV}^{-1}$ (a temperature of 116 K) and $\omega_{\max}=10\ \mathrm{eV}$. Then $\Lambda=100\times10=1000$. Because $2^9<1000\le2^{10}$, $M=10+1=11$.

With $p=4$ terms per interval, the rank is at most $2\times4\times11=88$. The largest pointwise error on the sampled grid is $3.6\times10^{-4}$, below its bound $4.504\,r^{-4}=2.3\times10^{-2}$. The singular values themselves fall much faster than this construction requires: $\sigma_{10}=0.10$, $\sigma_{20}=1.7\times10^{-3}$, $\sigma_{30}=1.7\times10^{-5}$ and $\sigma_{40}=1.2\times10^{-7}$.

Only 35 singular values exceed $10^{-6}$, whereas 318 fermionic Matsubara frequencies lie inside the band. That second number grows as $\Lambda/\pi$, since their spacing is $2\pi/\beta$. A solver that stores $G$ in the compact basis therefore has a storage cost per Green-function component that grows logarithmically with $\Lambda$. This does not by itself reduce the cost of solving the interacting problem that produces $G$.

## Why continuation is ill-conditioned

The forward map is well behaved, because $\|K\|\le\sqrt{2\pi}$. For the inverse, suppose the data contain an error $\eta u_n$. Since $Kv_n=\sigma_nu_n$, the reconstructed spectrum acquires an error of magnitude $\eta/\sigma_n$ along $v_n$. By (1), this gain has no finite upper limit as $n$ increases.

In the worked case, 15 modes have $\sigma_n>10^{-2}$, 26 exceed $10^{-4}$, 35 exceed $10^{-6}$ and 44 exceed $10^{-8}$. Each hundredfold reduction in noise thus makes only 9 to 11 more coefficients of order one resolvable.

A different linear discretization does not avoid this. Any $m$-dimensional space of trial spectra contains a unit vector $g$ orthogonal to $v_1,\dots,v_{m-1}$, and for it $\|Kg\|\le\sigma_m$. Hence the smallest singular value of the restricted problem is at most $\sigma_m$. For 22 logarithmic frequency bins, the 11 intervals above for each sign of $\omega$ with the last cut at $\omega_{\max}$, it is $1.6\times10^{-8}$, far below $\sigma_{22}=7.1\times10^{-4}$.

Nor do positivity and normalization suffice. The mirror symmetry of $K$ allows singular functions of definite parity. For an odd $v_n$, $\int v_n\,d\omega=0$, so its positive and negative parts have equal areas. Define

$$A_\pm(\omega)=\frac{2\max[\pm v_n(\omega),0]}{\int|v_n|\,d\omega'} .$$

Both spectra are nonnegative, have unit weight, and do not overlap. Their difference is $A_+-A_-=2v_n/\int|v_n|d\omega'$, so

$$|G_+(\tau)-G_-(\tau)|=\frac{2\sigma_n|u_n(\tau)|}{\int|v_n|\,d\omega'} . \tag{12}$$

For $n=32$ in the worked case, $\sigma_n=6.5\times10^{-6}$ and the noise gain is $1/\sigma_n=1.5\times10^5$. The integral of $|A_+-A_-|$ is 2, the largest value possible for two normalized nonnegative spectra. Yet on the sampled imaginary times their Green functions differ by at most $6.2\times10^{-6}$ ($6.3\times10^{-6}$ at the end points $\tau=0,\beta$), while $|G_+|$ reaches 0.50.

If the data may contain an error of this size with an arbitrary dependence on $\tau$, they cannot distinguish the two spectra without further information. Independent errors at many imaginary times are less harmful, because they partly average out, but the difference to be detected remains this small. A justified form with few parameters, such as a single pole of unknown weight and position, can make a continuation stable. The stability then comes from that assumption as well as from $G(\tau)$.

## Computed values

```
beta = 100 1/eV, wmax = 10 eV, Lambda = 1000
temperature = 116.05 K
r = 3.7321, ln r = 1.3170, C = 5.784
constants: uniform 4.504, norm 29.00, relative rms 16.36
Lambda=1000: sigma_1 = 1.551e+00
Lambda=1000: sigma_2 = 1.429e+00
Lambda=1000: sigma_5 = 6.031e-01
Lambda=1000: sigma_10 = 1.043e-01
Lambda=1000: sigma_20 = 1.712e-03
Lambda=1000: sigma_30 = 1.713e-05
Lambda=1000: sigma_40 = 1.164e-07
panels per sign of w, M = 11
p=2, rank<=44: max error 2.51e-02 (bound 3.23e-01), norm 3.25e-02 (bound 2.08e+00)
p=4, rank<=88: max error 3.61e-04 (bound 2.32e-02), norm 7.37e-04 (bound 1.49e-01)
p=8, rank<=176: max error 2.19e-07 (bound 1.20e-04), norm 4.84e-07 (bound 7.70e-04)
p=12, rank<=264: max error 1.67e-10 (bound 6.17e-07), norm 3.49e-10 (bound 3.97e-06)
terms per panel for relative rms error 1e-6: p = 13
Lambda=1e+02: sum sigma^2 4.731, sigma_1 1.4539, N(sigma>1e-6) 22, N(rms 1e-6) 21, bounds 0.75 to 208
Lambda=1e+03: sum sigma^2 7.033, sigma_1 1.5511, N(sigma>1e-6) 35, N(rms 1e-6) 34, bounds 1.12 to 286
Lambda=1e+04: sum sigma^2 9.336, sigma_1 1.6091, N(sigma>1e-6) 49, N(rms 1e-6) 47, bounds 1.49 to 390
Lambda=1e+06: sum sigma^2 13.941, sigma_1 1.6729, N(sigma>1e-6) 77, N(rms 1e-6) 73, bounds 2.22 to 546
Lambda=1e+08: sum sigma^2 18.546, sigma_1 1.7054, N(sigma>1e-6) 104, N(rms 1e-6) 99, bounds 2.95 to 728
Lambda=1e+10: sum sigma^2 23.151, sigma_1 1.7243, N(sigma>1e-6) 132, N(rms 1e-6) 125, bounds 3.68 to 910
estimated growth of N(sigma>1e-6): 5.972 per unit ln Lambda, 27.50 per factor 100
computed growth 1e+06 to 1e+08: 27
computed growth 1e+08 to 1e+10: 28
Matsubara frequencies with |w_k|<wmax, Lambda=1000: 318
Lambda=1000: modes with sigma > 1e-02: 15
Lambda=1000: modes with sigma > 1e-04: 26
Lambda=1000: modes with sigma > 1e-06: 35
Lambda=1000: modes with sigma > 1e-08: 44
22 logarithmic bins: smallest singular value 1.629e-08, sigma_22 = 7.058e-04
odd mode n = 32, sigma_n = 6.496e-06, noise gain 1/sigma_n = 1.539e+05
integral of |A_plus - A_minus| = 2.0000
max |G| of the pair = 0.4995
max |G_plus - G_minus| = 6.177e-06, formula 6.178e-06
```
